**PBE0 exchange bookkeeping for a frozen-core Be atom in PAW**

The program evaluates the PBE0 energy with weight a = 1/4 on the exact exchange terms X_cc, X_cv and X_vv (core-core, core-valence, valence-valence), weight 3/4 on the PBE exchange of the total density, and weight 1 on PBE correlation. It asserts that radial all-electron terms agree with Gaussian integrals and with integration on a separate molecular grid. It asserts that the assembled energy agrees with the self-consistent-field program's total energy for a = 0 and a = 1/4. The PAW terms are compared with direct all-electron integrals for a trial state complete inside the sphere, where the largest error must stay below 0.00001 hartree. For the real PBE0 orbital, whose partial-wave expansion is incomplete, each term must agree within 1% of the energy needed to remove both 2s electrons. The output gives a frozen-core total energy of −398.278 eV, and the PAW total with two partial waves differs from it by −0.0003 eV. Leaving out the core-valence exact exchange lowers the removal energy of the two 2s electrons from 27.453 to 27.043 eV.

## Numerical check

```python
"""
PBE0 energy of a frozen-core Be atom in the PAW method.
Result under test (a = 1/4, hartree atomic units):
  E = E_core0 + E_ion + U_vv + a*(X_cc + X_cv + X_vv)
      + (1-a)*Ex_PBE[n_core+n_val] + Ec_PBE[n_core+n_val]
X_cc, X_cv, X_vv : exact exchange of core, core-valence and valence pairs
E_core0 : kinetic, nuclear and Hartree energy of the core
E_ion   : valence energy in the field of the nucleus and the core density
U_vv    : Hartree energy of the valence density
Each valence term is computed from all-electron orbitals and, separately,
from smooth functions plus corrections inside a sphere of radius rc.
Radial functions are arrays [value, radial derivative] of full s orbitals.
"""
import numpy as np
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.constants import physical_constants
from numpy.polynomial import Polynomial
from pyscf import gto, dft

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
Z = 4
A_MIX = 0.25
rc = 0.90 / ANG

# ---------- self-consistent orbitals in a Gaussian basis ----------
basis = [[0, [0.02 * 2.2**k, 1.0]] for k in range(18)]
mol = gto.M(atom="Be 0 0 0", basis={"Be": basis}, verbose=0)


def make_solver(xc):
    solver = dft.RKS(mol)
    solver.xc = xc
    solver.grids.atom_grid = {"Be": (150, 50)}
    solver.grids.prune = None
    solver.conv_tol = 1e-11
    solver.kernel()
    assert solver.converged
    return solver


pbe = make_solver("PBE,PBE")
pbe0 = make_solver("PBE0")
orbs = pbe.mo_coeff
core = orbs[:, 0]
dm_core = 2 * np.outer(core, core)

# relax the valence orbital in PBE0, orthogonal to the frozen PBE core
free = orbs[:, 1:]
val = orbs[:, 1]
dm_val = 2 * np.outer(val, val)
hcore = pbe0.get_hcore()
old_level = 0.0
settled = False
for _ in range(150):
    veff = np.asarray(pbe0.get_veff(mol, dm_core + dm_val))
    levels, vecs = eigh(free.T @ (hcore + veff) @ free)
    val = free @ vecs[:, 0]
    change = np.abs(2 * np.outer(val, val) - dm_val).max()
    dm_val = 0.4 * dm_val + 1.2 * np.outer(val, val)
    if abs(levels[0] - old_level) < 1e-10 and change < 1e-7:
        settled = True
        break
    old_level = levels[0]
assert settled
dm_val = 2 * np.outer(val, val)
dm = dm_core + dm_val
E_frozen = pbe0.energy_tot(dm)
assert E_frozen > pbe0.e_tot - 1e-8

# ---------- radial grid with a node exactly at the sphere radius ----------
ic = 2800
x = np.log(rc) + 0.005 * (np.arange(ic + 641) - ic)
r = np.exp(x)
shell = 4 * np.pi * r**2
inner = r <= rc * (1 + 1e-10)


def running(f):
    """Integral of f from the origin to each r, split at rc."""
    g = f * r
    first = CubicSpline(x[:ic + 1], g[:ic + 1]).antiderivative()(x[:ic + 1])
    second = CubicSpline(x[ic:], g[ic:]).antiderivative()(x[ic:])
    return np.concatenate([first, first[-1] + second[1:]])


def total(f):
    return running(f)[-1]


def inside(f):
    return running(f)[ic]


def coulomb(q1, q2):
    """Coulomb integral of two spherical densities from enclosed charges."""
    return total(q1 * q2 / r**2) + q1[-1] * q2[-1] / r[-1]


points = np.zeros((len(r), 3))
points[:, 2] = r
ao = dft.numint.eval_ao(mol, points, deriv=1)
ao_rc = dft.numint.eval_ao(mol, np.array([[0.0, 0.0, rc]]), deriv=3)


def radial(coef):
    return np.array([ao[0] @ coef, ao[3] @ coef])


def edge_derivatives(coef):
    return np.array([ao_rc[k, 0] @ coef for k in (0, 3, 9, 19)])


def smooth_inside(f, edge):
    """Replace f inside rc by an even polynomial with 4 matched derivatives."""
    mat = [[Polynomial.basis(2 * k).deriv(m)(rc) if m else rc**(2 * k)
            for k in range(4)] for m in range(4)]
    a = np.linalg.solve(np.array(mat), edge)
    full = np.zeros(7)
    full[::2] = a
    poly = Polynomial(full)
    return np.where(inner, np.array([poly(r), poly.deriv()(r)]), f)


def density(f):
    return np.array([2 * f[0]**2, 4 * f[0] * f[1]])


def xc_density(code, n):
    zero = np.zeros_like(r)
    rho = np.array([n[0], zero, zero, n[1]])
    return shell * n[0] * dft.libxc.eval_xc(code, rho)[0]


phi_core = radial(core)
psi = radial(val)
n_core = density(phi_core)
d = edge_derivatives(core)
edge_n = np.array([2 * d[0]**2, 4 * d[0] * d[1],
                   4 * (d[1]**2 + d[0] * d[2]),
                   4 * (3 * d[1] * d[2] + d[0] * d[3])])
n_core_s = smooth_inside(n_core, edge_n)
q_core = running(shell * n_core[0])
field = running(q_core / r**2)
v_ion = -Z / r + field[-1] - field + q_core[-1] / r[-1]
slope = (Z - q_core[ic]) / rc**2
v_ion_s = np.where(inner, v_ion[ic] + slope * (r**2 - rc**2) / (2 * rc), v_ion)

waves = np.array([radial(orbs[:, k]) for k in (1, 2)])
waves_s = np.array([smooth_inside(waves[k], edge_derivatives(orbs[:, k + 1]))
                    for k in range(2)])
weight = np.where(inner, (1 - (r / rc)**2)**2, 0.0)
q_comp = running(shell * weight)
q_comp = q_comp / q_comp[-1]


def one_body(f, g, v):
    return shell * (0.5 * f[1] * g[1] + v * f[0] * g[0])


def all_electron_terms(f):
    """[E_ion, U_vv, X_vv, X_cv, Ex, Ec] straight from the definitions."""
    q = running(shell * f[0]**2)
    qx = running(shell * f[0] * phi_core[0])
    n = density(f) + n_core
    pair = coulomb(q, q)
    return np.array([2 * total(one_body(f, f, v_ion)), 2 * pair, -pair,
                     -2 * coulomb(qx, qx), total(xc_density("PBE,", n)),
                     total(xc_density(",PBE", n))])


def paw_terms(f, count):
    """The same six terms from smooth functions and sphere corrections."""
    p, s = waves[:count], waves_s[:count]
    idx = range(count)
    left = np.array([[inside(shell * weight * s[i, 0] * p[j, 0])
                      for j in idx] for i in idx])
    right = np.array([inside(shell * weight * s[i, 0] * f[0]) for i in idx])
    c = np.linalg.solve(left, right)
    fs = f - np.einsum("i,iab->ab", c, p - s)
    norm = np.array([[inside(shell * weight * s[i, 0] * s[j, 0])
                      for j in idx] for i in idx])
    proj = np.array([inside(shell * weight * s[i, 0] * fs[0]) for i in idx])
    assert np.allclose(np.linalg.solve(norm, proj), c, atol=1e-6)
    D = 2 * np.outer(c, c)
    q = np.array([[running(shell * p[i, 0] * p[j, 0]) for j in idx]
                  for i in idx])
    qs = np.array([[running(shell * s[i, 0] * s[j, 0]) for j in idx]
                   for i in idx])
    dq = (q - qs)[:, :, ic]
    qs = qs + dq[:, :, None] * q_comp
    dC = np.array([[[[inside((q[i, j] * q[k, l] - qs[i, j] * qs[k, l]) / r**2)
                      for l in idx] for k in idx] for j in idx] for i in idx])
    charge = c @ dq @ c
    q_smooth = running(shell * fs[0]**2) + charge * q_comp
    pair_s = coulomb(q_smooth, q_smooth)
    pair_a = np.einsum("i,j,k,l,ijkl->", c, c, c, c, dC)
    qx = [running(shell * p[i, 0] * phi_core[0]) for i in idx]
    X = np.array([[coulomb(qx[i], qx[j]) for j in idx] for i in idx])
    dh = np.array([[inside(one_body(p[i], p[j], v_ion)
                           - one_body(s[i], s[j], v_ion_s))
                    for j in idx] for i in idx])
    ion = 2 * total(one_body(fs, fs, v_ion_s)) + np.sum(D * dh)
    n_s = density(fs) + n_core_s
    n1 = density(np.einsum("i,iab->ab", c, p)) + n_core
    n1_s = density(np.einsum("i,iab->ab", c, s)) + n_core_s
    semi = []
    for code in ("PBE,", ",PBE"):
        semi.append((total(xc_density(code, n_s)),
                     inside(xc_density(code, n1) - xc_density(code, n1_s))))
    pair = pair_s + pair_a
    terms = np.array([ion, 2 * pair, -pair, -np.sum(D * X),
                      sum(semi[0]), sum(semi[1])])
    return terms, dict(c=c, charge=charge, vv=(-pair_s, -pair_a), x=semi[0])


# ---------- test 1: radial terms against Gaussian integrals ----------
eri = mol.intor("int2e").reshape((mol.nao,) * 4)


def two_electron(a, b, c, e):
    return np.einsum("ijkl,i,j,k,l->", eri, a, b, c, e, optimize=True)


def grid_xc(code, matrix):
    return pbe._numint.nr_rks(mol, pbe.grids, code, matrix)[1]


J_cc = two_electron(core, core, core, core)
J_vv = two_electron(val, val, val, val)
gauss = np.array([2 * val @ hcore @ val + 4 * two_electron(core, core, val, val),
                  2 * J_vv, -J_vv, -2 * two_electron(core, val, core, val),
                  grid_xc("PBE,", dm), grid_xc(",PBE", dm)])
ae = all_electron_terms(psi)
assert np.allclose(ae, gauss, atol=2e-5, rtol=0)
X_cc = -coulomb(q_core / 2, q_core / 2)
assert abs(X_cc + J_cc) < 1e-5
X_all = -0.25 * np.einsum("ijkl,jk,il->", eri, dm, dm, optimize=True)
assert abs(X_cc + ae[3] + ae[2] - X_all) < 2e-5

x_core = total(xc_density("PBE,", n_core))
c_core = total(xc_density(",PBE", n_core))
x_val = total(xc_density("PBE,", density(psi)))
assert abs(x_core - grid_xc("PBE,", dm_core)) < 2e-5
# looser: the valence density vanishes at the 2s node, where quadrature is slow
assert abs(x_val - grid_xc("PBE,", dm_val)) < 2e-4
x_cross = ae[4] - x_core - x_val

# ---------- test 2: assembled energy against the SCF program ----------
E_core0 = (2 * total(one_body(phi_core, phi_core, -Z / r))
           + 0.5 * coulomb(q_core, q_core))


def assemble(t, a):
    return (E_core0 + t[0] + t[1] + a * (X_cc + t[3] + t[2])
            + (1 - a) * t[4] + t[5])


assert abs(assemble(ae, 0.0) - pbe.energy_tot(dm)) < 5e-5
assert abs(assemble(ae, A_MIX) - E_frozen) < 5e-5
E_ion_core = E_core0 + A_MIX * X_cc + (1 - A_MIX) * x_core + c_core
assert abs(E_ion_core - pbe0.energy_tot(dm_core)) < 5e-5
removal = E_ion_core - assemble(ae, A_MIX)

# ---------- test 3: PAW forms, state complete inside, altered outside ------
t = np.where(inner, 0.0, r - rc)
bump = 0.02 * np.exp(-r) * np.array([t**4, 4 * t**3 - t**4])
trial = 0.9 * waves[0] + 0.3 * waves[1] + bump
paw_trial, info_trial = paw_terms(trial, 2)
assert np.allclose(info_trial["c"], [0.9, 0.3], atol=1e-6)
trial_error = np.abs(paw_trial - all_electron_terms(trial)).max()
assert trial_error < 1e-5

# ---------- test 4: PAW forms for the real PBE0 valence orbital ----------
paw1, _ = paw_terms(psi, 1)
paw2, info = paw_terms(psi, 2)
# tolerance: two partial waves do not span the PBE0 orbital exactly
assert np.abs(paw2 - ae).max() < 0.01 * removal

# ---------- worked numbers ----------


def show(label, value, unit="eV", digits=4):
    scale = EV if unit == "eV" else 1.0
    print(f"{label}: {value * scale:.{digits}f} {unit}")


a, b = A_MIX, 1 - A_MIX
show("sphere radius", rc * ANG, "angstrom", 2)
show("exact-exchange fraction", a, "(no unit)", 2)
show("core charge outside sphere", q_core[-1] - q_core[ic], "electrons", 5)
show("exact exchange, core-core", X_cc)
show("exact exchange, core-valence", ae[3])
show("exact exchange, valence-valence", ae[2])
show("exact exchange, sum", X_cc + ae[3] + ae[2])
show("PBE exchange of core density alone", x_core)
show("PBE exchange of valence density alone", x_val)
show("PBE exchange, nonadditive core-valence part", x_cross)
show("PBE exchange of total density", ae[4])
show("1/4 exact core-core", a * X_cc)
show("1/4 exact core-valence", a * ae[3])
show("1/4 exact valence-valence", a * ae[2])
show("3/4 PBE core alone", b * x_core)
show("3/4 PBE nonadditive core-valence", b * x_cross)
show("3/4 PBE valence alone", b * x_val)
show("3/4 PBE total density", b * ae[4])
hybrid_x = a * (X_cc + ae[3] + ae[2]) + b * ae[4]
show("PBE0 exchange energy", hybrid_x)
show("PBE correlation energy, weight 1", ae[5])
show("E_core0", E_core0)
show("E_ion", ae[0])
show("U_vv", ae[1])
show("PBE0 total energy, frozen core, assembled", assemble(ae, a))
show("PBE0 total energy, frozen core, SCF program", E_frozen)
show("PBE0 total energy, frozen core", E_frozen, "hartree", 5)
show("cost of freezing the PBE core", E_frozen - pbe0.e_tot, "eV", 5)
show("PAW coefficient of 2s wave", info["c"][0], "(no unit)", 5)
show("PAW coefficient of second wave", info["c"][1], "(no unit)", 5)
show("compensation charge of 2s pair", info["charge"], "electrons", 5)
show("PAW exact vv, smooth part", info["vv"][0])
show("PAW exact vv, sphere part", info["vv"][1])
show("PAW exact vv, sum", paw2[2])
show("PAW exact cv", paw2[3])
show("PAW PBE exchange, smooth part", info["x"][0])
show("PAW PBE exchange, sphere part", info["x"][1])
show("PAW PBE exchange, sum", paw2[4])
show("PAW total energy, two waves", assemble(paw2, a))
show("PAW minus all-electron total, one wave",
     assemble(paw1, a) - assemble(ae, a), "eV", 5)
show("PAW minus all-electron total, two waves",
     assemble(paw2, a) - assemble(ae, a), "eV", 5)
show("largest term error, complete trial state", trial_error, "eV", 7)
show("energy shift if 1/4 exact cc is left out", -a * X_cc)
show("energy shift if 1/4 exact cv is left out", -a * ae[3])
valence_only = ae[4] + a * (ae[2] - x_val)
show("valence-only mixing minus PBE0 exchange", valence_only - hybrid_x)
show("removal energy of both 2s electrons, frozen core", removal)
show("same removal energy with exact cv left out", removal + a * ae[3])
print("all assertions hold")
```

Running it gives:

```
sphere radius: 0.90 angstrom
exact-exchange fraction: 0.25 (no unit)
core charge outside sphere: 0.00183 electrons
exact exchange, core-core: -61.2025 eV
exact exchange, core-valence: -1.6401 eV
exact exchange, valence-valence: -9.4988 eV
exact exchange, sum: -72.3414 eV
PBE exchange of core density alone: -60.2640 eV
PBE exchange of valence density alone: -9.7551 eV
PBE exchange, nonadditive core-valence part: -1.6059 eV
PBE exchange of total density: -71.6250 eV
1/4 exact core-core: -15.3006 eV
1/4 exact core-valence: -0.4100 eV
1/4 exact valence-valence: -2.3747 eV
3/4 PBE core alone: -45.1980 eV
3/4 PBE nonadditive core-valence: -1.2044 eV
3/4 PBE valence alone: -7.3163 eV
3/4 PBE total density: -53.7187 eV
PBE0 exchange energy: -71.8041 eV
PBE correlation energy, weight 1: -2.3276 eV
E_core0: -309.0908 eV
E_ion: -34.0533 eV
U_vv: 18.9976 eV
PBE0 total energy, frozen core, assembled: -398.2781 eV
PBE0 total energy, frozen core, SCF program: -398.2781 eV
PBE0 total energy, frozen core: -14.63645 hartree
cost of freezing the PBE core: 0.00434 eV
PAW coefficient of 2s wave: 1.07650 (no unit)
PAW coefficient of second wave: 0.22136 (no unit)
compensation charge of 2s pair: -0.01361 electrons
PAW exact vv, smooth part: -9.4805 eV
PAW exact vv, sphere part: -0.0218 eV
PAW exact vv, sum: -9.5023 eV
PAW exact cv: -1.6540 eV
PAW PBE exchange, smooth part: -9.9685 eV
PAW PBE exchange, sphere part: -61.6759 eV
PAW PBE exchange, sum: -71.6444 eV
PAW total energy, two waves: -398.2785 eV
PAW minus all-electron total, one wave: 0.00395 eV
PAW minus all-electron total, two waves: -0.00031 eV
largest term error, complete trial state: 0.0000002 eV
energy shift if 1/4 exact cc is left out: 15.3006 eV
energy shift if 1/4 exact cv is left out: 0.4100 eV
valence-only mixing minus PBE0 exchange: 0.2432 eV
removal energy of both 2s electrons, frozen core: 27.4533 eV
same removal energy with exact cv left out: 27.0433 eV
all assertions hold
```
